# An explicit MOS surface potential from two Halley corrections

Started from a crude guess, Newton's method makes a poor surface-potential solver for a transistor model. In strong inversion the gate charge grows as the exponential of half the surface potential. Starting far too high, a Newton step is nearly blind to how far away the root is and recovers only about two thermal voltages. Starting too low, it can overshoot and must then come back at that slow pace. The number of steps then depends on bias, and where it changes, the error left by the stopping tolerance can jump.

Take the bare model $r(x)=Ae^{x/2}-B$, with $x$ the surface potential in units of $kT/q$ and $e$ the signed error, $x$ minus the root. (Below, a power with a plain number, such as $e^3$, is a power of this error; an exponent containing a symbol denotes the exponential function.) Since $B=Ae^{(x-e)/2}$, the Newton step is

$$\frac{r}{r'}=2\left(1-e^{-e/2}\right),\qquad e_{\rm new}=e-2+2e^{-e/2}.$$

From $e=7.9$ the errors run 5.9, 4.0, 2.3, 0.94, 0.19, 0.009, $2\times10^{-5}$, $10^{-10}$. Most of the eight steps are spent approaching the root. Below the root the bare model exaggerates. From $e=-10$ it steps $2(\exp(5)-1)\approx295$ upward, whereas in the full equation, for the device worked out below at 1.5 V, the linear and depletion terms limit the step to 17.6. That still overshoots, to $e=7.6$, and the slow descent follows.

The cure has two parts: a guess that already contains the exponential, and a correction of higher order, so that a fixed count of two suffices. How good the guess must be follows from the error law of the correction.

## The equation and a usable residual

The semiconductor is uniformly doped and p-type, with Boltzmann carriers and quasi-Fermi levels constant in depth. Let $\phi_t=kT/q$, let $p_b$ and $n_b$ be the neutral-bulk hole and electron densities, and let $V$ be the quasi-Fermi splitting. Then $p_bn_b=n_i^2e^{V/\phi_t}$ if the splitting raises the electron density and $n_i^2e^{-V/\phi_t}$ if it lowers it. For a reverse-biased channel, $V>0$, the second sign holds. With $\phi_F=\phi_t\ln(p_b/n_i)$,

$$\Delta\equiv\frac{n_b}{p_b}=e^{-\nu},\qquad \nu=\frac{2\phi_F+V}{\phi_t}.$$

Let $u$ be the local potential divided by $\phi_t$, zero in the bulk. The densities are $p_be^{-u}$ and $p_b\Delta e^{u}$, and bulk neutrality fixes the net acceptor density at $p_b(1-\Delta)$. With depth in units of $L=\sqrt{\epsilon_s\phi_t/(qp_b)}$, Poisson's equation is

$$u''=1-\Delta-e^{-u}+\Delta e^{u}.$$

Multiplying by $u'$ makes both sides total derivatives. Integrating from the bulk, where $u=u'=0$, gives $u'^2/2=H(u)$ with

$$H(u)=e^{-u}+u-1+\Delta(e^{u}-u-1).$$

Both groups are non-negative because $e^a\ge1+a$. The potential decays into the bulk, so $u'=-\sqrt2\,S(u)$, where $S=\mathrm{sgn}(u)\sqrt{H}$.

The gate voltage beyond flat band is the surface potential plus the insulator drop, $\epsilon_sE_s/C_i$, where $E_s=-(\phi_t/L)u'(0)$ and $C_i$ is the insulator capacitance per area. Divide by $\phi_t$, and write $x=u(0)$ and $g=(V_{GB}-V_{FB})/\phi_t$. The coefficient of $S$ is

$$\frac{\sqrt2\,\epsilon_s}{C_iL}=\frac{1}{C_i}\sqrt{\frac{2q\epsilon_sp_b}{\phi_t}}=\frac{\gamma}{\sqrt{\phi_t}}\equiv G,\qquad \gamma=\frac{\sqrt{2q\epsilon_sp_b}}{C_i}.$$

The equation to solve is therefore

$$r(x)=x+G\,S(x)-g=0.$$

Squaring it to remove the root would be a mistake. The squared form also admits $x-GS=g$. For $g>0$ the left side of this runs from 0 at $x=0$ to $+\infty$ as $x\to-\infty$, so a false root appears at negative $x$. For $g<0$ one appears at positive $x$ in the same way. There can be more: for the device worked out below, $g=10$ gives three false roots, near $-4.7$, $15.5$ and $41.5$. At $g=0$ the squared form has a double root, where its slope vanishes. The signed form has neither defect: $H'=1-e^{-x}+\Delta(e^x-1)$ has the sign of $x$, hence $S'>0$ and $r'>1$, and there is one root.

Differentiating $S^2=H$ twice gives

$$S'=\frac{H'}{2S},\qquad S''=\frac{H''-2S'^2}{2S},\qquad H''=e^{-x}+\Delta e^x.$$

These become $0/0$ at flat band. For $|x|<10^{-3}$ use $S=xR$, $R=\sqrt P$, with

$$P=a-bx+\frac{a x^2}{12}-\frac{b x^3}{20},\quad a=\frac{1+\Delta}{2},\quad b=\frac{1-\Delta}{6},$$

which is the Taylor series of $H/x^2$. Then $S'=R+xR'$ and $S''=2R'+xR''$, where $R'=P'/(2R)$ and $R''=P''/(2R)-P'^2/(4R^3)$. Elsewhere, $e^{\pm x}-1$ should be evaluated by a dedicated routine that avoids cancellation.

## The correction and what it demands of the guess

Expand the residual to second order in a step $h$: $0=r+r'h+r''h^2/2$. Hence $h=-r/(r'+r''h/2)$. Putting the Newton value $h=-r/r'$ into the denominator gives Halley's correction,

$$x\leftarrow x-\frac{r}{r'-r\,r''/(2r')}.$$

For its error, expand about the root, with derivatives taken there: $r/r'_*=e+\beta e^2+\kappa e^3$, where $\beta=r''/(2r')$ and $\kappa=r'''/(6r')$. To second order the denominator, divided by $r'_*$, is

$$1+2\beta e+3\kappa e^2-\left[\beta e+(3\kappa-\beta^2)e^2\right]=1+\beta e+\beta^2e^2.$$

Its reciprocal is $1-\beta e+O(e^3)$, since the two $\beta^2e^2$ terms cancel. The step is then $e(1+\beta e+\kappa e^2)(1-\beta e)=e+(\kappa-\beta^2)e^3$, and

$$e_{\rm new}=c\,e^3,\qquad c=\left(\frac{r''}{2r'}\right)^2-\frac{r'''}{6r'}.$$

Three regimes show the size of $c$.

In deep inversion $GS\approx A=Ge^{(x-\nu)/2}$, so the derivatives of $r$ are $1+A/2$, $A/4$ and $A/8$. With $\rho=(A/2)/(1+A/2)$,

$$c=\frac{\rho^2}{16}-\frac{\rho}{24}\;\to\;\frac1{48}\quad(A\to\infty).$$

Deep accumulation gives the same expression with $A=Ge^{-x/2}$, because the sign of $r''$ is squared away.

Near flat band, with $\Delta$ negligible, $\sqrt{2P}=1-x/6+x^2/36+\dots$, so $S=(x-x^2/6+x^3/36)/\sqrt2$. With $\rho=(G/\sqrt2)/(1+G/\sqrt2)$, the ratios are $r''/r'=-\rho/3$ and $r'''/r'=\rho/6$, and

$$c=-\frac{\rho(1-\rho)}{36}.$$

At the onset of inversion, $E=e^{x-\nu}$ is still small compared with $x$, and $S\approx\sqrt{x+E}$. To leading order in $1/x$, $S'\approx(1+E)/(2\sqrt x)$ and $S''\approx S'''\approx E/(2\sqrt x)$. With $\tau=GS''/(1+GS')$, which lies between 0 and 1, $c\approx\tau^2/4-\tau/6$. This lies between $-1/36$ and $1/12$.

If $c$ changes little between the steps, two corrections leave $c(ce^3)^3=c^4e^9$. One nanovolt at 300 K is $3.9\times10^{-8}\,kT/q$. With the pessimistic $c=1/12$, the guess may be wrong by

$$|e|\lesssim\left(12^4\times3.9\times10^{-8}\right)^{1/9}\approx0.45.$$

Two Newton steps leave $\beta^3e^4$. With the deep-inversion value $\beta=1/4$ they would need $|e|\lesssim0.04$, about 1 mV. In the parameter range scanned below, $|\beta|$ reaches about 0.38, which tightens this to about 0.03. The higher order therefore buys at least a tenfold looser guess, and simple asymptotics can supply that.

## A guess for accumulation

Let $y=-x>0$ and $z=-g>0$. Without the negligible electron term, $z-y=G\sqrt{e^y-y-1}$. Replace the root by $e^{y/2}-1$, which has the same leading growth and also vanishes at $y=0$. The difference of squares is

$$(e^y-y-1)-(e^{y/2}-1)^2=2\left(e^{y/2}-1-\frac y2\right)\ge0,$$

so the replacement is too small and overestimates $y$. What remains is solvable. Set $W=(G/2)e^{y/2}$. Then $2W-G+y=z$, or $y/2=(z+G)/2-W$, and substituting this in the definition of $W$ gives

$$We^W=t,\qquad t=\frac G2e^{(z+G)/2},\qquad y=2\ln\frac{2W}{G}.$$

This is Lambert's function. Recovering $y$ from the logarithm matters: a relative error $\eta$ in $W$ shifts $y$ by $2\eta$, whereas $y=z+G-2W$ would shift it by $2W\eta$.

A closed approximation to $W$, in which $L$ is a new symbol unrelated to the depth unit, is

$$W\approx L\left[1-\frac{\ln(1+L)}{2+L}\right],\qquad L=\ln(1+t).$$

For small $t$ it gives $L-L^2/2=t-t^2$, the first two terms of the true series. For large $t$ it gives $L-\ln L$, the leading behaviour of the solution of $W+\ln W=\ln t$. Compared with a numerical Lambert function for $-25\le\ln t\le180$, its largest relative error is 2.0 %, or 0.04 in $y$. Computing $L$ from $\ln t$ avoids overflow.

## A guess for depletion and inversion

For $g\ge0$, first drop the electrons (in this section $q$ is a new symbol, not the elementary charge): $g-x=G\sqrt{x-q}$ with $q=1-e^{-x}$. Setting $q=0$ and $s=\sqrt x$ gives $s^2+Gs-g=0$, so the rough value is

$$x_r=\left(\sqrt{G^2/4+g}-G/2\right)^2.$$

Now take $q=1-e^{-x_r}$ and repeat with $s=\sqrt{x-q}$:

$$x_d=q+\left(\sqrt{G^2/4+g-q}-G/2\right)^2.$$

The root is real because $q\le x_r\le g$.

This is weakest near flat band with large $G$. There $x_r\approx(g/G)^2\approx H$, so $x_d\approx1-e^{-H}+H$. At a true $x=1$, $H=0.368$ and $x_d=0.676$, an error of 0.32. That is inside the allowance, and $c$ is small there too: for large $G$ the derivatives of $r$ are proportional to those of $S$, which at $x=1$ are $S'=0.521$, $S''=-0.144$ and $S'''=0.069$, so $c\approx-0.003$.

With electrons restored, and $\Delta(x+1)$ neglected, the squared equation reads

$$(g-x)^2-G^2(x-q)=G^2e^{x-\nu}.$$

Squaring is harmless here because $q$ is held fixed. As $x$ rises towards $x_d\le g$, the left side falls to zero while the right side grows, so exactly one root lies below $x_d$, and it has $x<g$ as the signed equation requires. The left side is a quadratic with unit leading coefficient, one root $x_d$, and root sum $2g+G^2$. It equals $(x_d-x)(x_e-x)$ with $x_e=2g+G^2-x_d$. Since $x_e-x_d=2G\sqrt{G^2/4+g-q}\ge G^2$, the second factor varies slowly compared with the exponential unless $G$ is small. Freeze it:

$$K=\frac{x_e-\min(x_d,\nu+4)}{G^2}.$$

The offset 4 is a design choice that places the frozen point a few $kT/q$ into inversion. With $\delta=x_d-x$, the equation $K\delta=e^{x_d-\nu-\delta}$ becomes

$$\delta e^\delta=\frac{e^{x_d-\nu}}{K},$$

again Lambert's function. For $\delta<1$ take $x=x_d-\delta$. Otherwise take $x=\nu+\ln(K\delta)$. Either way the 2 % error of $W$ costs at most about $0.02\,kT/q$. Weak inversion gives $\delta\to0$, and strong inversion gives the logarithmic saturation that Newton's method had to discover step by step.

## A worked device

Take 300 K ($\phi_t=25.852$ mV), relative permittivities 12 for the semiconductor and 4 for the insulator, a 2 nm insulator, $p_b=5\times10^{23}$ m⁻³, $n_i=10^{16}$ m⁻³ and $V=0$. Then $C_i=4\epsilon_0/(2\,\mathrm{nm})=17.708$ mF/m², $\gamma=0.23299$ V$^{1/2}$, $G=1.44909$ and $\nu=2\ln(5\times10^7)=35.45507$.

At 1.5 V above flat band, $g=58.02259$. The rough value is $x_r=47.98$, so $q=1$ to machine precision, and

$$x_d=1+\left(\sqrt{0.52497+57.02259}-0.72455\right)^2=48.0797.$$

This exceeds the final root by 7.9, the starting error used at the outset. Next,

$$x_e=116.04518+2.09985-48.07973=70.06530,$$

$$K=\frac{70.0653-39.4551}{2.0999}=14.577.$$

The Lambert formula gives $\delta=7.9530$, hence

$$x_0=35.4551+\ln(14.577\times7.9530)=40.2081.$$

The corrections give $x_1=40.177755551$ and $x_2=40.177754751$, or $\psi_s=1.038675$ V. The guess error is 0.0303. At $x=40$ the constant is $c=0.0288$, and $ce^3=8.0\times10^{-7}$ matches $x_1-x_2$.

At $-1$ V, $g=-38.6817$ and $W=16.9899$, so $x_0=-2\ln(2W/G)=-6.3097$. The corrections give $-6.2318524$ and $-6.2318451$. The first leaves $-7.4\times10^{-6}$ from an error of $-0.0778$, a ratio to the cube of 0.0156. The accumulation formula, with $A=32.7$, predicts 0.0162.

The absolute errors below are relative to a 40-digit bisection of the same equation.

| Gate − flat band (V) | $\psi_s$ (V) | Guess error (V) | After one (V) |
|---:|---:|---:|---:|
| −3.0 | −0.222679 | 6.8e−4 | 9.1e−9 |
| −0.1 | −0.041771 | 3.9e−3 | 4.1e−7 |
| 0.2 | 0.126142 | 1.6e−5 | 8.2e−15 |
| 1.0 | 0.795557 | 1.7e−9 | 6.3e−17 |
| 1.2 | 0.959226 | 1.4e−5 | 8.9e−14 |
| 1.5 | 1.038675 | 7.8e−4 | 2.1e−8 |
| 3.0 | 1.118642 | 1.1e−3 | 3.9e−8 |

After the second correction every error in the table is below $10^{-16}$ V, the rounding level of double precision. Accuracy matters because the surface electron density contains $e^x$: the guess at 1.5 V would make it 3 % too large, while a 1 nV error changes it by 4 parts in $10^8$.

## Range, seams and physical limits

A nine-digit result at one device proves little about others. The scheme was therefore compared with extended-precision bisection at 55,335 points covering $|g|\le150$, $1\le G\le20$ and $20\le\nu\le100$, with extra points close to flat band. At 300 K the largest guess error is $0.295\,kT/q$, or 7.6 mV. It occurs at $g=10.2$, $G=20$, the large-$G$ region near flat band identified above. One Halley correction leaves at most 4.0 µV and two leave at most $10^{-15}$ V. Two Newton steps from the same guess leave up to 0.95 µV, so they miss the nanovolt target. This is evidence on a grid, not a bound for all parameters.

Outside that range the construction shows where the guess rests on weaker assumptions. For small $G$ the two roots $x_d$ and $x_e$ approach each other and $K$ is no longer slow. For small $\nu$ electrons matter already near flat band. There the accumulation guess omits them, and the guess for $g\ge0$ overcounts them, because it keeps $\Delta e^x$ but drops the compensating $-\Delta(x+1)$.

The guess has seams at $g=0$, at $\delta=1$ and where the minimum in $K$ switches. At the first two it jumps, by about $0.04\,kT/q$ for the worked device; at the switch in $K$ only its slope changes. The corrections shrink the jumps along with the errors. Derivatives for capacitances are best taken from the equation itself, not by differentiating the branches: differentiating $r=0$ with respect to $g$ gives

$$\frac{dx}{dg}=\frac{1}{1+GS'(x)}.$$

The nanovolts measure the solution of this equation, not the accuracy of the device physics. At 1.5 V the insulator drop is 0.461 V, so the semiconductor surface field is $(4/12)(0.461\,\mathrm V/2\,\mathrm{nm})\approx0.077$ V/nm. At the surface the classical electron density then has a decay length of $\phi_t/E_s\approx0.34$ nm, an atomic distance, and quantum confinement must alter it. The surface electron density, $p_be^{x-\nu}\approx5.6\times10^{25}$ m⁻³, also exceeds the effective density of states for the free-electron mass, $2.5\times10^{25}$ m⁻³, so Boltzmann statistics are no longer accurate. The example at −1 V is further outside that regime: its surface hole density, $p_be^{-x}\approx2.5\times10^{26}$ m⁻³, is ten times that density of states. Fermi–Dirac statistics with this density of states in both bands would move $\psi_s$ by about 7 mV at 1.5 V and about 27 mV at −1 V. The table rows at ±3 V test only the solver: the insulator field there is 0.94 V/nm at 3 V and 1.39 V/nm at −3 V, near or above the roughly 1 V/nm at which silicon dioxide breaks down. Gate depletion and interface traps are absent as well. Including such effects changes the equation. If the new residual is smooth and its slope stays positive, the cubic error law still holds near the root, with $c$ computed from the new derivatives.
